Characters of Band Representations Induced from a Site-Symmetry Irrep

**1. Definitions and conventions**

Let G be a space group and T its group of lattice translations. An element h = {R|v} acts on points as

hr = Rr + v,

where R is orthogonal. Products and inverses follow by applying the maps in turn:

{R|v}{S|w} = {RS|Rw + v}, {R|v}⁻¹ = {R⁻¹|−R⁻¹v}.

On functions, h acts as

(hf)(r) = f(h⁻¹r).

This keeps the order of products, since (h(gf))(r) = f(g⁻¹h⁻¹r) = ((hg)f)(r). A translation moves a function forward: ({E|t}f)(r) = f(r − t).

The point group P consists of all rotational parts R that occur in G. A reciprocal-lattice vector is written Q, so that Q·t is a multiple of 2π for every t in T. The letter K is kept for the corner of the hexagonal Brillouin zone. The little group of k contains the elements h for which Rk = k + Q with some Q.

For a site q, the site-symmetry group is

G_q = {g in G: gq = q}.

An element of G_q has v = q − Rq, so it is fixed by its rotational part. G_q is therefore isomorphic to a subgroup of P and is finite. Let ρ be an irrep of G_q with dimension d and character χ_ρ. Let W₁, …, W_d be functions localized about q that transform as

gW_i = Σ_j ρ_ji(g) W_j, g in G_q. (1)

The index order makes ρ a representation: gg'W_i = Σ_l [Σ_j ρ_lj(g)ρ_ji(g')] W_l.

The functions are spinless. They decay fast enough for their lattice sums to converge, and the Bloch sums built from them below are linearly independent at every k. Orthonormal Wannier functions satisfy the last condition. Time reversal is not imposed.

**2. The orbit and the result**

The images of q under G fall into n classes modulo T. Choose g_α so that

q_α = g_α q, α = 1, …, n, (2)

contains one site of each class, with g₁ the identity.

The number n follows from counting. P permutes the classes, because a translation leaves each class unchanged. A rotational part R leaves the class of q in place if hq − q = t is a lattice vector for an h with that R. Then {E|−t}h fixes q, so it belongs to G_q, and it is the one element of G_q with this R. The stabilizer of the class thus has |G_q| elements, and

n = |P|/|G_q|. (3)

The character of the induced representation, for h in the little group of k, is

χ_k(h) = Σ_α [t_α in T] exp(−ik·t_α) χ_ρ(g_α⁻¹{E|−t_α}h g_α),
t_α = hq_α − q_α. (4)

The bracket is 1 if the condition holds and 0 otherwise. Three things enter: which sites return to themselves modulo the lattice, the Bloch phase of the return vector, and the site operation carried back to the reference site q.

**3. Derivation**

Place functions on the other sites by

W_iα = g_α W_i, (5)

and form the Bloch sums

a_iα(k, r) = Σ_t exp(ik·t) W_iα(r − t). (6)

As operators on functions, this reads a_iα(k) = Σ_t exp(ik·t){E|t}g_αW_i. Two properties are needed. First, the phases contain lattice vectors only, so

a_iα(k + Q) = a_iα(k). (7)

Second, replacing t by t − s in the sum shows that {E|s}a_iα(k) = exp(−ik·s)a_iα(k). This fixes the sign of the phase in (4).

Now take any h = {R|v} in G. The point hq_α lies in the orbit, so there are one β and one lattice vector t_βα with

hq_α = q_β + t_βα. (8)

Define

g = g_β⁻¹{E|−t_βα}h g_α. (9)

This element belongs to G_q, because

gq = g_β⁻¹(hq_α − t_βα) = g_β⁻¹q_β = q.

Multiplying (9) from the left by {E|t_βα}g_β gives the factorization

h g_α = {E|t_βα}g_β g. (10)

To move h through a translation, use the product rule:

h{E|t} = {R|Rt + v} = {E|Rt}h. (11)

Apply h to the Bloch sum, using (11), then (10), then (1):

h a_iα(k)
= Σ_t exp(ik·t) {E|Rt} h g_αW_i
= Σ_t exp(ik·t) {E|Rt + t_βα} g_β g W_i
= Σ_j ρ_ji(g) Σ_t exp(ik·t) {E|Rt + t_βα} W_jβ.

Set t' = Rt + t_βα. Since R maps the lattice onto itself, t' runs over T once as t does. Since R is orthogonal,

k·t = k·R⁻¹(t' − t_βα) = (Rk)·(t' − t_βα).

The part with t' rebuilds a Bloch sum at Rk, and the rest is a constant phase:

h a_iα(k) = exp[−i(Rk)·t_βα] Σ_j ρ_ji(g) a_jβ(Rk). (12)

This holds for every k and every h in G. It gives the whole matrix, which is what an implementation needs to symmetrize a tight-binding Hamiltonian.

For h in the little group, Rk = k + Q. Then a_jβ(Rk) = a_jβ(k) by (7), and exp[−i(k + Q)·t_βα] = exp(−ik·t_βα), because t_βα is a lattice vector. Equation (12) becomes a matrix in one fixed basis:

D_jβ,iα(h) = exp(−ik·t_βα) ρ_ji(g), (13)

where β is the site reached from α, and all other blocks in column α vanish. The trace receives a contribution from α only if β = α, that is, if hq_α − q_α is a lattice vector. In that case Σ_i ρ_ii(g) = χ_ρ(g), with g given by (9) at β = α. This is (4).

**4. Independence of the choices made**

The representatives g_α are not unique. Any other choice for the same class has the form

g̃_α = {E|s}g_αg₀, s in T, g₀ in G_q.

The site moves to q_α + s, and the return vector becomes

t̃_α = R(q_α + s) + v − q_α − s = t_α + Rs − s.

The phase changes by exp[−ik·(Rs − s)]. Here k·(Rs − s) = (R⁻¹k − k)·s, and Rk = k + Q gives R⁻¹k − k = −R⁻¹Q, again a reciprocal-lattice vector. The phase factor is therefore 1.

The new site element is

g̃ = g₀⁻¹g_α⁻¹{E|−s − t̃_α}h{E|s}g_αg₀.

By (11), moving {E|s} to the left of h turns it into {E|Rs}. The total translation is −s − t_α − Rs + s + Rs = −t_α. Hence g̃ = g₀⁻¹gg₀, a conjugate of g in G_q, which has the same character.

If h is replaced by {E|s}h, each t_α grows by s while the site element stays the same. Thus

χ_k({E|s}h) = exp(−ik·s) χ_k(h). (14)

**5. A second phase convention**

Bloch sums can also be defined with a phase that includes the site position,

b_iα(k) = exp(ik·q_α) a_iα(k).

Inserting this in (12) gives the total phase exp[ik·q_α − i(Rk)·(t_βα + q_β)]. By (8), t_βα + q_β = Rq_α + v, and (Rk)·(Rq_α) = k·q_α. What remains is

h b_iα(k) = exp[−i(Rk)·v] Σ_j ρ_ji(g) b_jβ(Rk). (15)

The phase no longer depends on the site, but the basis is no longer periodic: b_jβ(k + Q) = exp(iQ·q_β) b_jβ(k). Expressing the result in the basis at k, one finds

χ_k(h) = exp[−i(k + Q)·v] Σ_α [t_α in T] exp(iQ·q_α) χ_ρ(g). (16)

This equals (4). From t_α = Rq_α + v − q_α and k·Rq_α = (R⁻¹k)·q_α = k·q_α − Q·Rq_α,

−k·t_α = Q·Rq_α − k·v.

Then Rq_α = q_α + t_α − v gives Q·Rq_α = Q·q_α − Q·v up to a multiple of 2π, which reproduces the exponent in (16). Leaving out exp(iQ·q_α) amounts to taking a trace between the bases at k and at k + Q. These coincide when every Q·q_α is a multiple of 2π, for instance when Q = 0. Otherwise the result is in general not χ_k(h). For the honeycomb orbit of section 7 it gives 2 instead of −1 for the threefold rotation at K.

**6. Decomposition and limiting cases**

Let P_k be the group of rotational parts in the little group of k. An irrep σ of the little group in which {E|t} is represented by exp(−ik·t) occurs

m_σ = (1/|P_k|) Σ_h χ_σ(h)* χ_k(h) (17)

times, with one h for each element of P_k. By (14), χ_σ and χ_k acquire the same phase when h is changed by a lattice translation, so the product does not depend on the representative. The formula therefore also covers nonsymmorphic groups, provided that the same h is used in both factors.

Four cases follow directly from (4).

*Pure translation.* For h = {E|t} every site returns, the site element is the identity, and χ_k = nd exp(−ik·t).

*Zone centre.* At k = 0 all phases are 1. The character still contains the site elements, so it is in general not a plain count of fixed sites. It is one when χ_ρ equals 1 on all of them.

*General position.* If G_q is trivial, a site can return only under a pure translation, because {E|−t_α}h would otherwise be a nontrivial element fixing q_α. Equation (17) then gives m_σ = d_σ|P|/|P_k|, where d_σ is the dimension of σ.

*Screws and glides.* A nonzero term requires {E|−t_α}h to fix q_α. If no product of h with a lattice translation has a fixed point, χ_k(h) = 0 for every site and every ρ.

An implementation needs few operations. For each α, compute hq_α − q_α in lattice coordinates and test whether all components are integers within a tolerance. If they are, round them to integers n_i before forming the phase exp(−2πi Σ_i κ_i n_i), where κ_i are the components of k in the reciprocal basis. The rotational part of the site element is R_α⁻¹RR_α, with R_α that of g_α, and it is enough to look up χ_ρ.

**7. Honeycomb sites in p6mm**

Take the lattice constant 1 nm and the vectors a₁ = (1, 0) nm and a₂ = (−1/2, √3/2) nm. The origin is at the sixfold centre, so all twelve representatives have v = 0. The honeycomb site q = (2a₁ + a₂)/3 has site group C3v with six elements, and (3) gives n = 12/6 = 2. With g₂ the rotation by 60°, the sites are

q₁ = (0.5000, 0.2887) nm, q₂ = (0, 0.5774) nm.

Let ρ be the trivial irrep A1, as for an s-like orbital. The zone corner is K = (b₁ + b₂)/3 = (2.0944, 3.6276) nm⁻¹, where b_i·a_j = 2πδ_ij.

A rotation by 120° takes q₁ to (−0.5000, 0.2887) nm and q₂ to (−0.5000, −0.2887) nm. The return vectors and phases are

t₁ = (−1, 0) nm, K·t₁ = −2π/3, exp(−iK·t₁) = −0.5000 + 0.8660i,
t₂ = (−0.5000, −0.8660) nm, K·t₂ = −4π/3, exp(−iK·t₂) = −0.5000 − 0.8660i.

Their sum is −1. Counting returning sites without phases would give 2.

The mirror y → −y shifts q₁ by (0, −0.5774) nm and q₂ by (0, −1.1547) nm. Neither is a lattice vector: the shortest lattice vector along y has length √3 nm. The mirror character is 0. The little group at K has one identity, two threefold rotations and three mirrors, with characters 2, −1 and 0. The two-dimensional irrep E has the same characters, so

m_E = [2·2 + 2·(−1)(−1) + 3·0·0]/6 = 1,

while each one-dimensional irrep has multiplicity [2 + 2·(−1) + 0]/6 = 0. The two bands are degenerate at K by symmetry. With the phases left out, the same sums would give one copy of each one-dimensional irrep and no enforced degeneracy.

For the other points, let A and B denote states even and odd under the twofold rotation. A superscript gives the parity under the mirror whose line is at 0° to a₁ for Γ, and at 30° for M = b₁/2. At K, A means invariant under the threefold rotation, and the superscript again refers to the line at 0°.

At Γ the characters are 2 for the identity, 0 for rotations by ±60°, 2 for ±120°, 0 for 180°, 0 for the three mirrors of the 0° class and 2 for the three of the 30° class. For A⁺ this gives (2 + 2·2 + 3·2)/12 = 1. The irrep B⁻ is also even under the 30° class, since such a mirror is a 60° rotation times a 0° mirror and (−1)(−1) = 1. It too occurs once. At M the identity and the mirror at 30° have character 2 and the other two elements have 0, so A⁺ and B⁺ each occur (2 + 2)/4 = 1 time.

The same procedure gives the following contents. The kagome site is a₁/2, with site group C2v and n = 3.

- Honeycomb, A1: Γ: A⁺ + B⁻; K: E; M: A⁺ + B⁺.
- Honeycomb, A2: Γ: A⁻ + B⁺; K: E; M: A⁻ + B⁻.
- Honeycomb, E: Γ: E1 + E2; K: A⁺ + A⁻ + E; M: A⁺ + A⁻ + B⁺ + B⁻.
- Kagome, A1: Γ: A⁺ + E2; K: A⁺ + E; M: A⁺ + B⁺ + B⁻.

E1 and E2 are the two-dimensional irreps at Γ with characters 2cos θ and 2cos 2θ for a rotation by θ. The honeycomb irreps A1 and A2 agree at K, so that point alone cannot tell them apart; Γ and M can. For the honeycomb irrep E, the threefold character at K is the site character −1 times the phase sum −1, which is +1. This agrees with 1 + 1 − 1 from its three constituents.

**8. A case where the conjugation matters**

In the honeycomb example with A1, every χ_ρ is 1 and the role of g_α is hidden. The nonsymmorphic group p4g shows it. Use a square lattice of constant a with the origin at a fourfold centre. The site q₁ = 0 has site group C4, and a glide supplies the second site:

g₂ = {m|(a/2, a/2)}, m: y → −y, q₂ = (a/2, a/2).

Let W transform like x + iy. Since (gf)(r) = f(R⁻¹r), a rotation by θ multiplies it by exp(−iθ), so χ_ρ = −i for the rotation C by 90°. At the second site the element to be looked up is m⁻¹Cm = C⁻¹, with χ_ρ = +i. The orbital there has the opposite sense of rotation.

The rotation leaves q₁ in place and takes q₂ to (−a/2, a/2), so t₁ = 0 and t₂ = (−a, 0). At Γ the character is

χ = −i + i = 0.

At the zone corner k = (π/a, π/a), the second phase is exp(−ik·t₂) = exp(iπ) = −1, and

χ = −i + (−1)(i) = −2i.

Using χ_ρ(C) at both sites would interchange the two values, giving −2i at Γ and 0 at the corner.

**9. Bands of a honeycomb array of wells**

The characters can also be read from bands computed without localized functions. Consider one electron in two dimensions with a Gaussian well at each honeycomb site,

V(r) = −V₀ Σ_sites exp(−|r − r_site|²/2w²), V₀ = 20 eV, w = 0.15 nm.

These are model parameters. In plane waves exp[i(k + Q)·r] the Hamiltonian matrix is

H_QQ' = (ħ²/2m)|k + Q|² δ_QQ' + V_(Q−Q'),
V_Q = −(2πw²V₀/Ω) exp(−w²Q²/2) Σ_α exp(−iQ·q_α),

with Ω the cell area and ħ²/2m = 0.0381 eV nm². Plane waves with |k + Q| < 60 nm⁻¹ are kept. Raising this limit to 75 nm⁻¹ changes the three lowest energies at Γ by less than 2 × 10⁻⁹ eV. Diagonalization gives, in eV:

Γ: −12.8345, −12.7283, −7.0204
K: −12.7825, −12.7825, −7.0881
M: −12.8001, −12.7647, −7.0643

On a 6 × 6 mesh of k points, the third band stays 5.64 eV above the top of the second. The lowest two bands can therefore be treated as a separate set on this mesh.

With v = 0, an operation takes the plane wave of wave vector p to that of Rp. If c_ν(p) are the coefficients of band ν, the character of the pair is

χ = Σ_ν Σ_p c_ν(Rp)* c_ν(p), ν = 1, 2.

At Γ, K and M these values differ from (4) with ρ = A1 by at most 2 × 10⁻¹⁵, which is rounding error. The degeneracy at K is the irrep E found above.

The sizes of the splittings are not fixed by symmetry, but a nearest-neighbour model accounts for their ratio between Γ and M. For orthonormal orbitals with hopping −τ, the two energies are ε ± τ|f|, where f = 1 + exp(ik·a₁) + exp(−ik·a₂) sums over the three neighbours of q₁. This gives |f| = 3 at Γ, |1 − 1 + 1| = 1 at M, and 0 at K, where the terms are the three cube roots of unity. The computed splittings are 0.1062 eV at Γ and 0.0354 eV at M, so τ = 0.1062/6 = 0.0177 eV and τ = 0.0354/2 = 0.0177 eV agree. The mean energy of the pair varies by about 0.001 eV among the three points, which the model, with its constant ε, does not describe.

**10. What agreement of characters establishes**

If a separated set of bands is spanned by localized functions of the form (5), its multiplicities must equal those from (4) and (17), summed over the orbits and irreps present. A set whose multiplicities match no such sum with non-negative integer coefficients cannot be obtained in this way.

The converse fails in general. With no symmetry beyond translations, (4) reduces to nd exp(−ik·t) and carries no information except the number of bands. A single two-dimensional band with nonzero Chern number then has the same characters as a band from one localized orbital. Yet an exponentially localized Wannier function would supply, through (6), a Bloch function smooth and periodic in k, and nonzero at every k. After normalization, its Berry connection is smooth and periodic over the whole zone. The Chern number is 1/2π times the integral of the curl of this connection over the zone. By Stokes' theorem that integral equals a line integral round the zone boundary, and the contributions of opposite edges cancel, so the Chern number vanishes. Matching characters are thus a necessary condition, to be supplemented by Berry-phase or Wilson-loop calculations when localization itself is in question.

For spinor orbitals, ρ must be an irrep of the double site group, and the site element must be formed in the double group, because its rotational part alone does not fix the sign.
